# Why lognormal lifetimes fail under area scaling of gate stacks

## What goes wrong

Small capacitors are stressed to breakdown, a distribution is fitted to their lifetimes, and the fit is scaled to the gate area of a product. Two fits that look similar on the small capacitors can then give very different product lives. In the example below, a Weibull fit gives 2.4 years and a lognormal fit 2900 years, from the same test population and the same voltage acceleration.

The choice is not merely one of curve-fitting taste. If breakdown follows independent weakest links, a lognormal law can hold at one capacitor area, but not exactly at a second. Fitting it at several areas and treating every fit as exact contradicts the rule used to scale between them.

## The scaling rule

Let $S_1(t)$ be the probability that a test capacitor survives to time $t$, and $F_1=1-S_1$ its failed fraction. Let $r>0$ be the ratio of another capacitor's area to the test area. The film is statistically uniform, its parts fail independently, both areas see the same stress, and the first breakdown anywhere counts as failure.

A capacitor made of $n$ test areas survives only if all $n$ parts survive, so $S_n=S_1^n$. Dividing a test area into $m$ equal parts gives $S_1=S_{1/m}^m$, hence $S_{n/m}=S_1^{n/m}$. Survival cannot increase when area is added, so the rule extends from rational to all positive ratios:

$$S_r(t)=S_1(t)^r .$$

With the cumulative hazard $H=-\ln S$, this becomes

$$H_r(t)=rH_1(t).$$

For any $S_1$, including a lognormal one, $S_1^r$ is a legitimate survival function. The question is whether it remains lognormal.

## Why two areas cannot both be lognormal

Let $\mu$ and $\sigma>0$ be the mean and standard deviation of $\ln t$, with $t$ measured in a fixed time unit. Define $z=(\ln t-\mu)/\sigma$, the normal density $\varphi$, the normal distribution function $\Phi$, and $Q=1-\Phi$. A lognormal test capacitor has $F_1=\Phi(z)$ and $S_1=Q(z)$.

The proof needs the normal tail. For $z>0$, since $x/z>1$ inside the integral,

$$Q(z)=\int_z^\infty\varphi(x)\,dx<\int_z^\infty\frac{x}{z}\varphi(x)\,dx=\frac{\varphi(z)}{z}.$$

Also $(\varphi/x)'=-\varphi(1+1/x^2)$, so

$$\frac{\varphi(z)}z=\int_z^\infty\varphi(x)\left(1+\frac1{x^2}\right)dx<\left(1+\frac1{z^2}\right)Q(z).$$

These bounds enclose $Q$ and give $\ln Q(z)/z^2\to-1/2$ as $z\to\infty$. By symmetry, $\ln\Phi(z)/z^2\to-1/2$ as $z\to-\infty$.

Now suppose that $S_r$ is lognormal too, with any median and any spread $\sigma_r$. At early times $F_1\to0$, and

$$F_r=1-(1-F_1)^r=rF_1[1+o(1)],$$

so $\ln F_r=\ln F_1+\ln r+o(1)$. Divide by $(\ln t)^2$ and let $t\to0$. The constant $\ln r$ drops out, and so do the medians, because $z/\ln t\to1/\sigma$. What remains is

$$-\frac1{2\sigma_r^2}=-\frac1{2\sigma^2}
\quad\Longrightarrow\quad \sigma_r=\sigma.$$

At late times use $\ln S_r=r\ln S_1$. The same division, now with $t\to\infty$, gives

$$-\frac1{2\sigma_r^2}=-\frac r{2\sigma^2}
\quad\Longrightarrow\quad \sigma_r=\frac{\sigma}{\sqrt r}.$$

The two results agree only for $r=1$. Changing the median and spread with area does not rescue the law: its early tail demands one spread and its late tail another.

On a normal-probability plot against $\ln t$, a lognormal law is a straight line. For $r=100$, the scaled curve has slope $1.005/\sigma$ at $z=-30$ and $9.96/\sigma$ at $z=30$, close to the limits $1/\sigma$ and $10/\sigma$. These points lie far outside any experiment. They show the mathematical contradiction, not how visible it is in data.

## Why the Weibull law survives

A Weibull law has $H_1=(t/\eta)^\beta$, with scale $\eta$ and slope $\beta$. Multiplication by $r$ gives

$$H_r=r\left(\frac t\eta\right)^\beta
=\left(\frac{t}{\eta r^{-1/\beta}}\right)^\beta .$$

The slope is unchanged and every percentile moves by the same factor $r^{-1/\beta}$.

The converse holds under a stated condition. Suppose area only rescales time, so that $H(c(r)t)=rH(t)$ for all $r,t>0$, where $H$ is continuous and rises strictly from zero to infinity. Then

$$H(c(rs)t)=rsH(t)=rH(c(s)t)=H(c(r)c(s)t).$$

Since $H$ is strictly increasing, $c(rs)=c(r)c(s)$, and $c$ is increasing. Thus $\ln c$ is an additive, increasing function of $\ln r$. Additivity makes it linear on rational multiples, and monotonicity fills the gaps, so $c(r)=r^{1/\beta}$ with $\beta>0$. Choose $\eta$ so that $H(\eta)=1$. Then $H(r^{1/\beta}\eta)=r$, which is $H(t)=(t/\eta)^\beta$. This argument does not classify laws whose shape may change with area.

A lognormal parent has no common time factor. For a hundredfold larger area and the example's $\sigma$, its time to 1% failure falls by a factor of 3.3, its median by a factor of 8.2, and its time to 99% failure by a factor of 31. The Weibull factor is 21.5 at all three.

## Why the test data may not reveal the problem

Take a Weibull parent with $\beta=1.5$ and $\eta=1000$ s at the stress voltage. The Weibull law is therefore correct here by construction. What lognormal law would a large sample select?

Maximum likelihood maximizes the mean of $-\ln\sigma-(\ln t-\mu)^2/(2\sigma^2)$. Setting its derivatives to zero makes $\mu$ the mean of $\ln t$ and $\sigma^2$ its variance. The variable $X=(t/\eta)^\beta$ has density $e^{-X}$. Its logarithmic moments are derivatives of the gamma function at 1:

$$\langle\ln X\rangle=-\gamma,\qquad
\langle(\ln X)^2\rangle=\gamma^2+\frac{\pi^2}{6},$$

where $\gamma$ is Euler's constant. Since $\ln t=\ln\eta+(\ln X)/\beta$,

$$\mu=\ln\eta-\frac\gamma\beta,\qquad
\sigma=\frac{\pi}{\beta\sqrt6}.$$

The fitted median is $e^\mu=681$ s and $\sigma=0.855$. At the test area the two laws give:

| Failed | Weibull | Lognormal |
|---|---:|---:|
| 10% | 223 s | 227 s |
| 50% | 783 s | 681 s |
| 90% | 1744 s | 2036 s |

The evidence per device is the mean difference of log densities. In the variable $\ln t$, the Weibull density is $\beta Xe^{-X}$, whose mean logarithm is $\ln\beta-\gamma-1$. The fitted normal density has mean logarithm $-\tfrac12\ln(2\pi e\sigma^2)$. Inserting $\sigma$ cancels $\beta$:

$$K=-1-\gamma+\frac12\ln\left(2\pi e\frac{\pi^2}{6}\right)=0.091.$$

Twenty devices supply only about $20K=1.8$ units of log likelihood on average at these population parameters. When both laws were refitted to simulated samples of 20 Weibull lifetimes, the wrong law had the higher likelihood in about 23% of them. A better lognormal fit to such a sample is weak evidence about the far tail.

## How large the separation becomes

Let the allowed product failure fraction be $p$. Setting $S_1^r=1-p$ gives

$$H_1(t)=h,\qquad h=-\frac{\ln(1-p)}r .$$

The two predicted times follow by inversion:

$$t_W=\eta h^{1/\beta},\qquad
t_L=\exp\left[\mu+\sigma\Phi^{-1}(1-e^{-h})\right].$$

The test area is 100 µm², the product area is 1 mm², and $p=10^{-4}$. Hence $r=10^4$ and $h=1.0\times10^{-8}$. The Weibull time is

$$t_W=1000\,(1.0\times10^{-8})^{2/3}\ \text{s}=0.00464\ \text{s}.$$

The same $h$ corresponds to $z=-5.612$, so

$$t_L=680.6\,e^{-0.855\times5.612}\ \text{s}=5.61\ \text{s}.$$

With $p$ held at $10^{-4}$, the separation grows with area:

| $r$ | Weibull | Lognormal | Ratio |
|---:|---:|---:|---:|
| 1 | 2.16 s | 28.3 s | 13 |
| 100 | 0.100 s | 11.7 s | 117 |
| 10,000 | 0.00464 s | 5.61 s | 1210 |

The first row is already an extrapolation to a low percentile. Area scaling then multiplies the disagreement by about 92.

Refitting a lognormal to product-sized capacitors gives a third answer. Their true distribution is still Weibull with $\beta=1.5$, so the fitted $\sigma$ is unchanged and the median carries the factor $r^{-1/\beta}$. The predicted time is 0.061 s, neither the 5.61 s scaled from the test fit nor the true 0.00464 s. The answer depends on whether one fits before or after scaling.

## Why the curves separate

At fixed $p$, $\ln r+\ln H_1(t)$ is constant. Differentiation gives

$$\frac{d\ln t}{d\ln r}=-\frac1{\beta_{\rm loc}},\qquad
\beta_{\rm loc}=\frac{d\ln H_1}{d\ln t}.$$

For the Weibull law $\beta_{\rm loc}=\beta$. For the lognormal, $H_1=-\ln Q(z)$, $dH_1/dz=\varphi/Q$ and $dz/d\ln t=1/\sigma$, so

$$\beta_{\rm loc}=\frac{\varphi(z)}{\sigma Q(z)H_1(z)}.$$

In the early tail $Q\to1$ and $H_1\simeq\Phi(z)\simeq\varphi(z)/|z|$, hence $\beta_{\rm loc}\simeq|z|/\sigma$. At the product target it is 6.8, against 1.5 for the Weibull law. Doubling the area there shortens the lognormal life by about 10% and the Weibull life by 37%.

The lognormal predicts so few very early failures that added area finds few weaker spots. In the limit of very large $r$, $\ln H_1\simeq-z^2/2$ gives $|z|\simeq\sqrt{2\ln r}$. There $\ln t_L$ falls as $-\sigma\sqrt{2\ln r}$, whereas $\ln t_W$ falls as $-(\ln r)/\beta$. The square-root form is not yet accurate at $r=10^4$, where the local slope should be used instead. The ratio $t_L/t_W$ therefore grows without bound. The local slopes are equal where 38% of test capacitors have failed; the target lies far below that point.

## Why a lognormal can still look acceptable

Suppose instead that the test-area law really is lognormal. Scaling it by $S_1^r$ is then correct, and a Weibull extrapolation from the test fit would be pessimistic in this tail. The larger capacitors are nevertheless no longer lognormal.

Their shape approaches a Weibull law. Choose $t_0$ and its $z_0$ so that $rH_1(t_0)=1$. A first-order expansion of $\ln H_1$ in $\ln t$ gives

$$S_r(t)\simeq\exp\left[-\left(\frac t{t_0}\right)^{\beta_{\rm loc}(t_0)}\right].$$

The neglected curvature of $\ln H_1$ in $z$ is about $-1$, while the distribution occupies a range of order $1/|z_0|$. The correction is therefore of order $1/z_0^2$, or $1/\ln r$. The largest gap in failed fraction is 0.026, 0.014 and 0.007 for $r=10^2$, $10^4$ and $10^8$: it halves each time $\ln r$ doubles. Unlike a Weibull parent's slope, this slope depends on area.

A refitted lognormal, matched to the mean and variance of $\ln t$, misses the scaled distribution by at most 0.009 in failed fraction for $r=2$, 0.028 for $r=10$, and 0.056 for $r=10^4$. Exact closure fails at once, but a small area range may not expose it.

## What the example means for a real stack

The numbers are rough model values for a thin gate dielectric, not measurements of one process. Stress is 1.8 V and use is 1.0 V, both at 398 K. With lifetime proportional to $V^{-40}$, the voltage factor is $(1.8)^{40}=1.63\times10^{10}$, which turns the two stress times into 2.4 and 2900 years. A change of 3 in the exponent changes both by a factor of 5.8. Use at 358 K, with a rough activation energy of 0.6 eV, lengthens both by a factor of 7.1. Neither changes their ratio if all percentiles accelerate equally. The assumed slope does change it: $\mu-\ln\eta$, $\sigma$ and $\ln(t_W/\eta)$ all scale as $1/\beta$, so $\ln(t_L/t_W)\propto1/\beta$. The ratio is about $4\times10^4$ for $\beta=1$, 1210 for $\beta=1.5$, 205 for $\beta=2$ and 35 for $\beta=3$.

Finite samples add scatter, most of all to the Weibull prediction. For 20 devices, the central 90% of simulated predictions runs from about 0.0002 to 0.23 s for the Weibull fit and from about 0.9 to 38 s for the lognormal. The limits printed in the output come from 4000 simulated samples and are uncertain by up to about 10%. The lognormal range is narrower in ratio, yet it excludes the true 0.00464 s. Small scatter is not accuracy. The Weibull range is too wide for 2.4 years to serve as a qualified life.

Real stacks may also survive a first, soft breakdown. If breakdowns are independent and their count is Poisson with mean $H$, failure at the second requires

$$p=1-e^{-H}(1+H)\simeq\frac{H^2}{2}.$$

Then $H\simeq\sqrt{2p}$ instead of $p$, and the Weibull life rises by a factor of 27. The lognormal-to-Weibull ratio falls to 98. The full gain requires that the circuit still works after the first event and that this event does not hasten the next; a hastened second breakdown reduces it.

Extrinsic defects act the other way. If each causes early failure, a density of 0.01 cm⁻² uses the whole $10^{-4}$ budget on 1 mm², whichever intrinsic law is chosen.

## When independence fails

Thickness differences between dies give all parts of one die a common lifetime factor $M$. Averaging over dies gives $S_r=\langle S(t/M)^r\rangle$, where $S$ is the test-area survival at $M=1$. The pooled rule would use $\langle S(t/M)\rangle^r$. For $r>1$, convexity makes the true average at least as large, so scaling the exact pooled survival cannot overstate product survival. If all variation were shared and $M$ were lognormal, every area could be lognormal. Independence is essential to the contradiction.

Assume a 1% thickness standard deviation and a lifetime depending on voltage divided by thickness to the power $-40$. Then $\ln M$ has standard deviation $s=0.4$; take it as normal with zero mean. At small $p$, the failed fraction is multiplied by $\langle M^{-\beta}\rangle=e^{\beta^2s^2/2}$, so the time at fixed $p$ is multiplied by $e^{-\beta s^2/2}=0.89$. The true target time becomes 0.0041 s. This model holds $\beta$ fixed. In real thin films the slope rises with thickness; if $\beta$ were proportional to thickness, with the same variation of $\eta$, the factor would be 0.82 instead of 0.89.

A Weibull fit pooled over dies does worse. For slope $b$ and scale $a$, the mean log likelihood is $\ln b-b\ln a+(b-1)\langle\ln t\rangle-\langle t^b\rangle/a^b$. Its derivatives give $a^b=\langle t^b\rangle$ and $1/b+\langle\ln t\rangle=d\ln\langle t^b\rangle/db$. With $\langle t^b\rangle=\eta^be^{b^2s^2/2}\Gamma(1+b/\beta)$,

$$\frac1b-\frac\gamma\beta=bs^2+\frac1\beta\psi\left(1+\frac b\beta\right),$$

where $\psi$ is the logarithmic derivative of $\Gamma$. The solution is $b=1.26$ rather than 1.5. Independent scaling of this fit gives 0.00046 s, about nine times too short. The error comes from fitting a Weibull law to a pooled distribution that is not Weibull. Scaling the exact pooled survival would give 0.0041 s, the true value, because $\langle S^r\rangle$ and $\langle S\rangle^r$ agree to first order when the product failure fraction is this small.

## What to do about it

Measure several areas spanning at least a factor of 100, in steps of about 10 or less so that the failure times of neighbouring areas overlap. Use the same film, edge design, temperature and actual oxide voltage. For each, plot $\ln[-\ln S_r(t)]-\ln r$ against $\ln t$. Independent weakest links predict one common curve, whatever the parent law. With few devices, sampling scatter alone separates the curves somewhat. A gap larger than that scatter points to shared variation, edge effects, unequal stress or another broken premise, and should be resolved before any distribution is scaled.

If the curves collapse, examine the shape. A straight line supports Weibull scaling over the measured range; a curve that steepens towards early times speaks against a single Weibull law. It does not by itself establish a lognormal parent, since die-to-die variation of a Weibull law bends the pooled curve the same way and can pass the collapse test when samples are small. In the example, a capacitor of 10,000 µm² has a predicted median of 36 s from the Weibull fit and 83 s from the lognormal, a clearer contrast than at the test area. It also probes values of $H_1$ a hundred times smaller at the same failed fraction.

Scale the measured hazard first, and report separately how far the product target lies beyond it. Where the two laws still disagree, that difference is model uncertainty, which the confidence interval of either fit alone does not contain. The numerical output below gives most of the values to more digits.

## Numbers as computed

```
Areas: test 100, product 1e+06 um^2; ratio 10000
Weibull parent: beta 1.5, eta 1000 s
Voltage: stress 1.8, use 1 V; exponent 40
Target product failure fraction: 0.0001
Lognormal fit median at test area: 680.58 s
Lognormal fit sigma: 0.85503
Information loss per device: 0.090573 nat
Probit slope times sigma, r=100, z=-30: 1.0051
Probit slope times sigma, r=100, z=+30: 9.9640
Test area, 10% failed: Weibull 223.1 s, lognormal 227.5 s
Test area, 50% failed: Weibull 783.2 s, lognormal 680.6 s
Test area, 90% failed: Weibull 1743.7 s, lognormal 2035.9 s
r=1, p=0.0001: Weibull 2.155 s, lognormal 28.31 s, ratio 13.14
r=100, p=0.0001: Weibull 0.1 s, lognormal 11.69 s, ratio 116.9
r=10000, p=0.0001: Weibull 0.004642 s, lognormal 5.61 s, ratio 1209
h at product target: 1.0001e-08
z at product target: -5.612
Lognormal local Weibull slope there: 6.7604
Test failed fraction where local slopes match: 0.38173
Lognormal refitted at product area, target time: 0.060983 s
Time reduction for r=100 at 1%: Weibull 21.54, lognormal 3.29
Time reduction for r=100 at 50%: Weibull 21.54, lognormal 8.21
Time reduction for r=100 at 99%: Weibull 21.54, lognormal 31.15
Scaled lognormal to tangent Weibull, r=100: max CDF gap 0.0264
Scaled lognormal to tangent Weibull, r=10000: max CDF gap 0.0137
Scaled lognormal to tangent Weibull, r=1e+08: max CDF gap 0.0068
Lognormal refit to lognormal parent, r=2: sigma ratio 0.8256, max CDF gap 0.0094
Lognormal refit to lognormal parent, r=10: sigma ratio 0.5868, max CDF gap 0.0277
Lognormal refit to lognormal parent, r=10000: sigma ratio 0.3042, max CDF gap 0.0563
Voltage lifetime factor: 1.6252e+10
Weibull product life at use voltage, 398 K: 2.3904 yr
Lognormal product life at use voltage, 398 K: 2888.9 yr
Samples of 20 favouring lognormal: 22.7 %
Sample 5-95% range, Weibull: 0.000182 to 0.226 s
Sample 5-95% range, lognormal: 0.951 to 36.7 s
Sample 5-95% range, ratio: 107 to 1.06e+04
Life factor for voltage exponent change of 3: 5.832
Cooling 398 to 358 K, activation 0.6 eV: life factor 7.06
Die thickness standard deviation: 1 %
Resulting standard deviation of ln lifetime: 0.4
True product-life factor from die variation: 0.88693
True product target time with die variation: 0.0041169 s
Pooled Weibull slope with die variation: 1.2581
Pooled Weibull product target time: 0.00046162 s
Second-breakdown life factor, Weibull: 27.229
Second-breakdown lognormal/Weibull ratio: 98.309
Extrinsic defect density using whole budget: 0.010001 cm^-2
```
